# Spin Contamination of UHF-CCSD along the Hydrogen Fluoride Dissociation Curve

## The exercise

Stretch the bond of hydrogen fluoride and describe the molecule by coupled cluster with single and double excitations (CCSD) on an unrestricted Hartree-Fock (UHF) reference. The exact ground state is a singlet, so its $\langle S^2\rangle$ is zero. The UHF determinant loses this property beyond the Coulson-Fischer point, the distance at which the restricted (RHF) solution becomes unstable towards different orbitals for different spins.

Use the 6-31G basis, correlate all ten electrons, and keep the orbitals real.

1. Express $\langle S^2\rangle$ through the CCSD one- and two-particle densities, including the contribution of $\Lambda$.
2. Locate the Coulson-Fischer point.
3. Compute $\langle S^2\rangle$ from 2 to 10 bohr.
4. Find where beyond the Coulson-Fischer point the deviation from zero is largest. Do not assume that this happens at a finite distance: work out the separated limit and compare.

## Hints

**Hint 1.** Write $S^2=S_-S_++S_z^2+S_z$. The $\alpha$ and $\beta$ orbitals differ, so $S_+$ contains their overlap matrix.

**Hint 2.** Add $\kappa S^2$ to the Hamiltonian and differentiate the CCSD energy with respect to $\kappa$ at fixed orbitals.

**Hint 3.** Rotate the $\alpha$ and $\beta$ orbitals of the RHF solution by opposite amounts and expand the energy to second order. The Coulomb energy of the first-order density change cancels.

**Hint 4.** At large distance ask whether the state is a singlet combination of H↑F↓ and H↓F↑, or one of the two products. Then use $\mathbf S=\mathbf S_{\rm F}+\mathbf S_{\rm H}$.

## Solution

### 1. The spin operator in two orbital sets

Let $a_p$ annihilate an electron in the $\alpha$ orbital $\phi_p$, and $b_q$ one in the $\beta$ orbital $\chi_q$. The operator $S_+$ turns a $\beta$ electron into an $\alpha$ electron without changing its spatial function. Hence, with $\hbar=1$,

$$S_+=\sum_{pq}S_{pq}\,a_p^\dagger b_q,\qquad S_-=\sum_{rs}S_{rs}\,b_s^\dagger a_r,\qquad S_{pq}=\langle\phi_p|\chi_q\rangle .$$

From $S^2=S_z^2+\tfrac12(S_+S_-+S_-S_+)$ and $S_+S_-=S_-S_++2S_z$ follows $S^2=S_-S_++S_z(S_z+1)$. The product is

$$S_-S_+=\sum_{pqrs}S_{rs}S_{pq}\,b_s^\dagger a_r a_p^\dagger b_q .$$

Insert $a_ra_p^\dagger=\delta_{rp}-a_p^\dagger a_r$. The first term gives $\sum_{qs}(S^TS)_{sq}\,b_s^\dagger b_q$. Both orbital sets are orthonormal bases of the same space, so $S^TS=1$ and this term is the number operator $N_\beta$. In the second term the pair $a_p^\dagger a_r$ commutes with $b_s^\dagger$, so no further sign appears:

$$S_-S_+=N_\beta-\sum_{pqrs}S_{pq}S_{rs}\,a_p^\dagger a_r b_s^\dagger b_q .$$

The formula relies on this completeness. If different $\alpha$ and $\beta$ core orbitals are frozen, the remaining active orbitals no longer span a common space, and the formula is exact only when the densities include the frozen orbitals. For HF at 4 bohr with the F 1s orbitals frozen, the two cores nearly coincide and leaving them out changes $\langle S^2\rangle$ by only $2\times10^{-6}$.

### 2. The CCSD expectation value

Let $|0\rangle$ be the UHF determinant, $T=T_1+T_2$ the cluster operator, and $\tau_\mu$ its excitation operators, with $|\mu\rangle=\tau_\mu|0\rangle$. For $H_\kappa=H+\kappa S^2$ consider

$$L=\langle0|(1+\Lambda)e^{-T}H_\kappa e^{T}|0\rangle,\qquad \Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger .$$

Setting $\partial L/\partial\lambda_\mu=0$ gives the CCSD equations, $\langle\mu|e^{-T}H_\kappa e^T|0\rangle=0$. When they hold, the $\Lambda$ term vanishes and $L$ is the CCSD energy. The excitation operators commute with one another, so $\partial L/\partial t_\mu=0$ reads

$$\langle0|(1+\Lambda)e^{-T}[H_\kappa,\tau_\mu]e^T|0\rangle=0 ,$$

which determines $\Lambda$. Since $L$ is stationary in both sets of amplitudes, only the explicit dependence on $\kappa$ survives in the derivative:

$$\langle S^2\rangle=\left.\frac{dE}{d\kappa}\right|_{\kappa=0}=\langle0|(1+\Lambda)e^{-T}S^2e^T|0\rangle .$$

This is an unrelaxed value, because the orbitals do not respond to $\kappa$. The left and right states are not adjoints of each other, so the value is not guaranteed to be non-negative.

Define, with the same left and right states,

$$\gamma^\beta_{sq}=\langle b_s^\dagger b_q\rangle,\qquad \Gamma_{pr,sq}=\langle a_p^\dagger a_r b_s^\dagger b_q\rangle .$$

With $M=(N_\alpha-N_\beta)/2$ the operator identity becomes

$$\boxed{\langle S^2\rangle=M(M+1)+\operatorname{tr}\gamma^\beta-\sum_{pqrs}S_{pq}S_{rs}\Gamma_{pr,sq}}$$

Two remarks simplify its use. First, $T$ conserves the number of $\beta$ electrons, so $\operatorname{tr}\gamma^\beta=N_\beta\langle0|(1+\Lambda)|0\rangle=N_\beta$. For HF this leaves 5 minus the contracted pair density. Second, $\Gamma$ may be averaged with its Hermitian conjugate, which exchanges $p\leftrightarrow r$ and $q\leftrightarrow s$. The weight $S_{pq}S_{rs}$ is unchanged by this exchange, so the averaging does not affect $\langle S^2\rangle$.

For a single determinant $\Gamma_{pr,sq}=\delta_{pr}\delta_{sq}$ when all indices are occupied, and zero otherwise. The formula then reduces to the UHF value

$$\langle S^2\rangle_{\rm UHF}=M(M+1)+N_\beta-\sum_{ij}^{\rm occ}S_{ij}^2 .$$

### 3. The Coulson-Fischer point

Start from the RHF density matrix $D$ of one spin. Let $i,j$ be occupied and $a,b$ virtual orbitals, and rotate $\alpha$ orbitals by $\theta_{ia}$ and $\beta$ orbitals by $-\theta_{ia}$. To second order,

$$D^{\alpha}=D+d_1+d_2,\qquad D^{\beta}=D-d_1+d_2 .$$

Here $d_1$ has the elements $(d_1)_{ia}=(d_1)_{ai}=\theta_{ia}$. The matrix $d_2$ has the virtual block $\sum_i\theta_{ia}\theta_{ib}$ and the occupied block $-\sum_a\theta_{ia}\theta_{ja}$.

The total density changes by $2d_2$, which costs $2\operatorname{tr}(Fd_2)=2\sum_{ia}(\varepsilon_a-\varepsilon_i)\theta_{ia}^2$, where $F$ is the RHF Fock matrix with eigenvalues $\varepsilon$. The terms linear in $d_1$ cancel between the spins, and so does the Coulomb energy of $d_1$. Exchange acts within each spin and contributes $-\tfrac12$ of its quadratic form twice:

$$-\sum_{pqrs}(pr|sq)(d_1)_{rs}(d_1)_{qp}=-2\sum_{iajb}\theta_{ia}\theta_{jb}\left[(ij|ab)+(ib|ja)\right].$$

The factor 2 arises because $d_1$ has an occupied-virtual and a virtual-occupied block. Of the four combinations, two give $(ij|ab)$ and two give $(ib|ja)$. Altogether $\Delta E=2\sum\theta_{ia}A_{ia,jb}\theta_{jb}$ with

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}-(ij|ab)-(ib|ja).$$

The RHF solution becomes unstable where the lowest eigenvalue of $A$ passes through zero. In the block that does not mix $\sigma$ and $\pi$ orbitals this happens at

$$R_{\rm CF}=2.413\ \text{bohr}=1.277\ \text{Å}.$$

At that distance the lowest eigenvalue of the $\sigma$-$\pi$ mixing block is still positive, 0.183 hartree. The instability therefore does not mix $\sigma$ with $\pi$. The distance itself depends on the basis: it moves to about 2.45 bohr in cc-pVDZ and about 2.47 bohr in cc-pVTZ.

The UHF contamination offers a separate way to find the same point. Since $\sum_{ij}S_{ij}^2=\operatorname{tr}D^\alpha D^\beta$ and both density matrices are idempotent with trace $N_\beta$,

$$\langle S^2\rangle_{\rm UHF}=\tfrac12\operatorname{tr}(D^\alpha-D^\beta)^2\approx2\operatorname{tr}d_1^2=4\sum_{ia}\theta_{ia}^2 .$$

Along the normalized unstable mode the energy change is $2\omega\theta^2+c\theta^4$, with $\omega$ the lowest eigenvalue and $c>0$ for a continuous onset. Its minimum lies at $\theta^2=-\omega/c$. As $\omega$ crosses zero linearly in $R$, the contamination starts linearly. Passing a quadratic $R(\langle S^2\rangle_{\rm UHF})$ through the UHF values at 0.1, 0.2 and 0.3 bohr beyond the instability and evaluating it at zero contamination gives 2.427 bohr, which is 0.014 bohr from the Hessian result.

### 4. The computed curve

Follow one UHF solution continuously. At 4 bohr, rotate the RHF orbitals of the two spins oppositely along the unstable mode, converge UHF, and use its density as the starting guess at neighbouring distances. At each distance solve for $T$, then for $\Lambda$, form $\Gamma$, and contract it with the overlaps.

At 4 bohr the contracted pair density is 4.765526, so

$$\langle S^2\rangle=5.000000-4.765526=0.234474 .$$

As a test of the formula, the left and right CCSD states were also built explicitly in the space of all 213,444 determinants, and $S^2$ was applied there. The two values agree to the eight printed decimals.

The last column of the table contains

$$X=\sum_{iJaB}t_{iJaB}\,S_{iB}\,S_{aJ},$$

where $i,a$ are $\alpha$ orbitals and $J,B$ are $\beta$ orbitals. Its meaning is discussed below.

| $R$ (bohr) | UHF $\langle S^2\rangle$ | CCSD $\langle S^2\rangle$ | $X$ |
|---:|---:|---:|---:|
| 2.0 | 0.000 | 0.000 | 0.000 |
| 3.0 | 0.696 | 0.003 | 0.274 |
| 3.5 | 0.883 | 0.037 | 0.445 |
| 4.0 | 0.954 | 0.234 | 0.373 |
| 4.5 | 0.982 | 0.597 | 0.190 |
| 5.0 | 0.994 | 0.833 | 0.079 |
| 5.5 | 0.998 | 0.936 | 0.031 |
| 6.0 | 1.000 | 0.976 | 0.012 |
| 7.0 | 1.001 | 0.997 | 0.002 |
| 8.0 | 1.001 | 1.000 | 0.001 |
| 10.0 | 1.001 | 1.000 | 0.001 |

At 2 bohr the reference is the closed-shell RHF determinant. The converged $T$ is then a spin singlet operator and commutes with $S_+$. It follows that $S_+e^T|0\rangle=e^TS_+|0\rangle=0$, and with $S_z=0$ the contamination vanishes.

At 3 bohr the determinant is already strongly contaminated, but CCSD removes nearly all of it. This repair fails progressively at larger distances. Interpolation places the half-rise, $\langle S^2\rangle=0.50$, at 4.36 bohr, or 2.31 Å. A CCSD calculation at that distance gives 0.499. The position of the rise is not converged with respect to the basis. In cc-pVDZ the CCSD value is 0.524 at 4.0 bohr and 0.802 at 4.5 bohr, against 0.234 and 0.597 here, so the half-rise lies just below 4 bohr, about 0.4 bohr further in.

### 5. What removes the contamination

Take the term of $\Gamma$ that is linear in $T_2$ and has $\langle0|$ on the left. The opposite-spin part of the cluster operator is $\sum t_{iJaB}\,a_a^\dagger a_i b_B^\dagger b_J$. The density operator must undo this excitation, which requires $p=i$, $r=a$, $s=J$ and $q=B$. The matrix element is $+1$ and the weight is $S_{iB}S_{aJ}$. Because $\Gamma$ enters $\langle S^2\rangle$ with a minus sign, the contribution is $-X$.

At large separation the dominant overlaps are easy to identify. The occupied $\alpha$ orbital on H resembles a virtual $\beta$ orbital on H, and the singly occupied $\beta$ orbital on F resembles a virtual $\alpha$ orbital on F. The amplitude that connects them exchanges the spins of the fragments, turning H↑F↓ into H↓F↑. A singlet needs both configurations with equal weight.

$\Lambda$ supplies a mirror term with $\lambda_{iJaB}$ in place of $t_{iJaB}$. At leading order in perturbation theory the two amplitudes are equal, which suggests the estimate

$$\langle S^2\rangle\approx\langle S^2\rangle_{\rm UHF}-2X .$$

At 5 bohr it gives $0.99356-2(0.07943)=0.835$, against the full value 0.833. At 3 bohr it gives $0.69618-2(0.27355)=0.149$, against 0.003. There the neglected contributions (singles, products of amplitudes, and the difference between $\lambda$ and $t$) are together no longer small; which of them dominates was not examined. In the outer region the return of contamination thus follows the decay of the exchange amplitude.

### 6. The separated limit and the maximum

When the fragments no longer interact, the Hamiltonian conserves the spin projection of each one. Starting from the reference H↑F↓, the choice $T=T_{\rm F}+T_{\rm H}$ without spin exchange solves the CCSD equations. The corresponding $\Lambda$ has no spin-exchange component either, because nothing in its equations drives one. This is the solution that the calculation approaches. The sum $X$ does not fall to zero but levels off at 0.0008. This is the value the same sum has for the isolated fluorine atom, so the remainder comes from excitations within F and not from spin exchange between the fragments.

For the total spin,

$$S^2=S_{\rm F}^2+S_{\rm H}^2+2S_{z,\rm F}S_{z,\rm H}+S_{+,\rm F}S_{-,\rm H}+S_{-,\rm F}S_{+,\rm H}.$$

The last two terms change the fragment projections and have zero expectation value here. The projections are $-\tfrac12$ on F and $+\tfrac12$ on H, so the $z$ term gives $2(-\tfrac14)=-\tfrac12$. One electron on H gives $\langle S_{\rm H}^2\rangle=\tfrac34$. Therefore

$$\langle S^2\rangle_\infty=\langle S^2\rangle_{\rm F}+\tfrac34-\tfrac12 .$$

A separate UHF-CCSD calculation on the fluorine atom gives 0.750005 in 6-31G (0.750018 in cc-pVDZ), hence in 6-31G

$$\langle S^2\rangle_\infty=0.750005+0.75-0.5=1.000005 .$$

The molecule at 10 bohr lies below this value by about $10^{-7}$. The same sum with the UHF value for the atom, 0.750906, gives 1.000906 and accounts for the last UHF entries of the table.

The answer to the fourth question is now settled at the resolution of the scan. The CCSD deviation rises from each computed distance to the next, and no interior maximum higher than its neighbours by more than 0.0001 appears. **The largest deviation found is the separated limit, $\langle S^2\rangle\approx1.00$, and not a peak at a finite bond length.** A narrow feature between the scan points is not excluded by these data.

A value of 1 corresponds to equal parts of singlet, with $S(S+1)=0$, and triplet, with $S(S+1)=2$. At infinite separation the two are degenerate, so their mixing by itself costs no energy. At intermediate distances they are split, and the contamination does affect the energy. The size of $\langle S^2\rangle$ alone is therefore not a measure of the energy error.

## Variation 1: one virtual orbital per spin

**Question.** Repeat the calculation at 3.5 bohr in the minimal STO-3G basis. What is the CCSD contamination?

**Solution.** The basis has six spatial orbitals: five on F and one on H. With five electrons of each spin there is one virtual orbital per spin. At most one $\alpha$ and one $\beta$ electron can be excited, so the determinants number

$$1+5+5+25=36=6\times6 .$$

Singles and doubles exhaust the space. Write an eigenstate with unit reference coefficient as $(1+C_1+C_2)|0\rangle$. Choosing $T_1=C_1$ and $T_2=C_2-\tfrac12C_1^2$ reproduces it, because all higher excitations vanish. CCSD is then exact within the basis.

If the converged root is the singlet, $S^2e^T|0\rangle=0$, and the expectation value vanishes whatever the left state is. The calculation confirms this: the UHF value is 0.932, while the CCSD value is zero to within $10^{-12}$. A contaminated reference is thus not sufficient to contaminate CCSD. At a finite distance, where the singlet is split from the triplet, the truncation of the cluster operator is needed as well. At infinite separation the two are degenerate, the product H↑F↓ is itself an exact eigenstate, and it has $\langle S^2\rangle=1$ even without truncation.

## Variation 2: a two-configuration model of the rise

**Question.** Let $|A\rangle$ be H↑F↓ and $|B\rangle$ be H↓F↑, with phases chosen so that the singlet is $(|A\rangle+|B\rangle)/\sqrt2$. Their coupling is $-k$ with $k>0$. Suppose an approximate method places $|B\rangle$ higher than $|A\rangle$ by $\delta\ge0$. How does $\langle S^2\rangle$ depend on $k/\delta$?

**Solution.** Insert $|A\rangle+t|B\rangle$ into the eigenvalue equation. The first row gives $E=-kt$, and the second gives $-k+\delta t=Et=-kt^2$. Hence

$$\frac{t}{1-t^2}=\frac{k}{\delta}.$$

Since $E=-kt$, the lower root is the one with $t>0$, and then $0<t\le1$. With $t=\tan\vartheta$ this reads $\tan2\vartheta=2k/\delta$. In the basis of $|A\rangle$ and $|B\rangle$, $S^2$ has diagonal elements 1 and off-diagonal elements $-1$, which yields the eigenvalues 0 and 2. Therefore

$$\langle S^2\rangle=\frac{1+t^2-2t}{1+t^2}=1-\sin2\vartheta=1-\frac{2k}{\sqrt{\delta^2+4k^2}} .$$

For $\delta=0$ the state is a singlet at any nonzero coupling, however weak. For $\delta>0$ the contamination tends to 1 as $k\to0$, with the leading behaviour $1-2k/\delta$. It equals one half when $16k^2=\delta^2+4k^2$, that is, at $k=\delta/\sqrt{12}\approx0.29\,\delta$.

The exact problem has $\delta=0$ at large separation, since reversing both spins leaves the fragment energies unchanged. It is a conjecture, not tested here, that CCSD behaves as if $\delta>0$ because it correlates the reference configuration better than the spin-exchanged one, whose correlation would require triple and higher excitations from the reference. The model then reproduces the qualitative course of the table: a nearly pure singlet while the coupling is strong, and a spin-mixed product state once the coupling has decayed.

## Calculated quantities

```
method: all-electron UHF-CCSD, basis 6-31g
Coulson-Fischer distance: 2.4134 bohr = 1.2771 angstrom
same from UHF onset extrapolation: 2.4273 bohr
sigma-pi mixing curvature there: 0.18349 hartree
R/bohr  UHF <S^2>  CCSD <S^2>  exchange term X  E(CCSD)/hartree
 2.00    0.00000    -0.00000       0.00000     -100.106934
 3.00    0.69618     0.00301       0.27355     -100.007535
 3.50    0.88287     0.03683       0.44457      -99.972648
 4.00    0.95413     0.23447       0.37264      -99.954271
 4.50    0.98228     0.59668       0.19040      -99.947759
 5.00    0.99356     0.83342       0.07943      -99.945979
 5.50    0.99807     0.93577       0.03140      -99.945448
 6.00    0.99986     0.97618       0.01222      -99.945242
 7.00    1.00079     0.99728       0.00212      -99.945100
 8.00    1.00090     0.99979       0.00091      -99.945073
10.00    1.00091     1.00000       0.00081      -99.945069
at 4.0 bohr: trace of beta 1-density 5.000000
at 4.0 bohr: contracted pair density 4.765526
at 4.0 bohr: <S^2> from densities 0.23447372
at 4.0 bohr: <S^2> from determinants 0.23447372
number of determinants in that check: 213444
largest T residual 3.2e-08, Lambda residual 9.3e-08 hartree
STO-3G at 3.5 bohr: UHF <S^2> 0.93209, CCSD |<S^2>| 1.6e-13
F atom: UHF <S^2> 0.750906, CCSD 0.750005
separated-limit <S^2>: 1.000005
molecule at 10 bohr minus limit: -8.58e-08
interpolated half-rise distance: 4.360 bohr = 2.307 angstrom
CCSD <S^2> computed there: 0.49901
interior maxima above 0.0001 resolved by the scan: 0
largest deviation lies at: the separated limit
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
